# Lower-edge intensity of 2p5 3d1 under scaled core spin-orbit coupling

## Problem

An ion with the closed-shell ground state $2p^6\,3d^0$, ${}^1S_0$, absorbs an x-ray photon and goes to the configuration $2p^5\,3d^1$. Electric dipole absorption leads to levels with $J=1$, of which this configuration has three. Call the highest of them the upper edge and the other two together the lower edge. Let $f$ be the share of the lower edge in the summed squared dipole matrix elements.

The core spin-orbit constant $\zeta>0$ is scaled while everything else is held fixed. The Coulomb interaction enters through the Slater integrals $F^2=F^2(2p,3d)>0$ and $G^1=G^1(2p,3d)>0$.

1. Find $f$ as a function of $\zeta$.
2. Find its limits for small and large $\zeta$, and the condition on $F^2$ and $G^1$ that decides the first of them.
3. For the round model values $F^2=5$ eV and $G^1=4$ eV, find the three lines at $\zeta=4$ eV, and the $\zeta$ at which $f$ is half its large-$\zeta$ limit.

Assume a single configuration with the same radial functions for all levels, and neglect the spin-orbit coupling of the 3d electron. The absorption cross section also contains the photon energy as a factor. Dropping it changes the relative intensities by about the line spacing divided by the photon energy. Energies are in eV, the natural unit for these spectra.

## A tempting solution

The dipole operator does not act on spin, so it turns the singlet ground state into a singlet. Call the normalized state it produces the bright state $|B\rangle$. A $2p_{3/2}$ electron has spin-orbit energy $+\zeta/2$ and a $2p_{1/2}$ electron has $-\zeta$. The filled shell has total $4(\zeta/2)+2(-\zeta)=0$, so removing an electron leaves

$$E_{\rm so}=-\tfrac12\zeta\ \ (p_{3/2}\text{ hole}),\qquad E_{\rm so}=+\zeta\ \ (p_{1/2}\text{ hole}).$$

In a singlet the mean spin-orbit energy vanishes, because the spin of the hole has no matrix elements within $S=0$. If $w$ is the weight of $p_{3/2}$-hole states in $|B\rangle$, then

$$-\tfrac12\zeta\,w+\zeta(1-w)=0\quad\Rightarrow\quad w=\tfrac23 .$$

The $p_{3/2}$ hole has the lower energy, so it forms the lower edge. The weight $w$ does not contain $\zeta$. Hence $f=2/3$ for every $\zeta$.

## Where it fails

The value $w=2/3$ is correct. The fault is the sentence that identifies the lower edge with the $p_{3/2}$ hole. If $P_{3/2}$ projects on states with a $p_{3/2}$ hole and $|n\rangle$ are the energy eigenstates, the two quantities are

$$w=\langle B|P_{3/2}|B\rangle,\qquad f=\sum_{n\,\in\,\text{lower two}}|\langle n|B\rangle|^2 .$$

The first sorts the intensity by the character of the hole, the second by energy. They agree if the lower two eigenstates span the $p_{3/2}$-hole states. The Coulomb interaction between the hole and the 3d electron mixes the two kinds of hole and spoils this.

Very small $\zeta$ shows the conflict. The eigenstates are then nearly pure LS terms, and all the intensity sits in one line, the singlet. If that line is the highest, $f$ is close to zero, although $w$ is still $2/3$. A correct solution needs the energies of the terms.

## Right solution

### The three levels and the bright state

A p hole and a d electron couple to $L=1,2,3$ and $S=0,1$. The levels with $J=1$ are ${}^1P_1$, ${}^3P_1$ and ${}^3D_1$. The dipole operator has rank one in orbital space and conserves spin, so $|B\rangle=|{}^1P_1\rangle$. An eigenstate $n$ carries the share $|\langle{}^1P_1|n\rangle|^2$ of the intensity.

### Term energies

Let $|i\to a\rangle$ be the determinant in which an electron has moved from the 2p spin orbital $i$ to the 3d spin orbital $a$. The Slater–Condon rules give

$$\langle i\to a|H|j\to b\rangle=E_0\,\delta_{ij}\delta_{ab}-(ab|ji)+(ai|jb),\tag{1}$$

$$(ab|cd)=\iint \phi_a^*(1)\phi_b(1)\,\frac{1}{r_{12}}\,\phi_c^*(2)\phi_d(2).$$

The constant $E_0$ contains the interaction with the filled shell, which is spherical and so the same for all orbitals of a shell.

**Direct part.** In $-(ab|ji)$ the product $\phi_j^*\phi_i$ can be read as $(\phi_i^*)^*\phi_j^*$. This is the attraction between the electron and a particle with wave function $\phi^*$, the hole, which is again a p state. The monopole part is a common shift. The quadrupole part is $-F^2Q$, with $Q=\sum_q C^{2*}_q(h)\,C^2_q(e)$, where $C^k_q$ is a spherical harmonic times $\sqrt{4\pi/(2k+1)}$.

The values of $Q$ in the terms follow from sums of diagonal elements, for which $\langle C^2_0\rangle=\langle 3\cos^2\theta-1\rangle/2$ is needed.

- For p, $m=0$: $\langle\cos^2\theta\rangle=3/5$ gives $2/5$. The sum over $m$ vanishes, so $m=\pm1$ gives $-1/5$.
- For d, $m=\pm2$: the density is proportional to $\sin^4\theta$, so $\langle\cos^2\theta\rangle=1/7$, which gives $-2/7$. The dependence on $m$ is as $3m^2-6$, so $m=\pm1$ gives $1/7$ and $m=0$ gives $2/7$.

Write $Q_L$ for the value in the term $L$, and label products by $(m_h,m_e)$. For total $M=3$ the one state $(1,2)$ gives

$$Q_3=\left(-\tfrac15\right)\left(-\tfrac27\right)=\tfrac{2}{35}.$$

For $M=2$ the states $(1,1)$ and $(0,2)$ contain $L=3$ and $L=2$:

$$Q_3+Q_2=-\tfrac1{35}-\tfrac4{35}=-\tfrac{5}{35}\quad\Rightarrow\quad Q_2=-\tfrac{7}{35}=-\tfrac15 .$$

For $M=1$ the states $(1,0)$, $(0,1)$ and $(-1,2)$ contain $L=3,2,1$:

$$Q_3+Q_2+Q_1=-\tfrac2{35}+\tfrac2{35}+\tfrac2{35}=\tfrac2{35}\quad\Rightarrow\quad Q_1=\tfrac{7}{35}=\tfrac15 .$$

The direct energy $-F^2Q_L$ is therefore $-F^2/5$ for the P terms and $+F^2/5$ for the D terms.

**Exchange part.** The multipole expansion of the last term of (1) is

$$(ai|jb)=\sum_k G^k\sum_q\langle a|C^k_q|i\rangle\,\langle b|C^k_q|j\rangle^* .$$

This is a sum of projectors on the vectors $|v^k_q\rangle=\sum_{ia}\langle a|C^k_q|i\rangle\,|i\to a\rangle$, which have $L=k$ and $S=0$. Parity and the triangle rule allow $k=1$ and $k=3$. The vector with $k=1$ is the unnormalized bright state. Those with $k=3$ have $L=3$, hence $J=3$, and play no part here. Exchange thus raises ${}^1P$ by $G^1\langle v^1_0|v^1_0\rangle$ and leaves ${}^3P$ and ${}^3D$ unshifted.

For the norm, $C^1_0=\cos\theta$ acts on each p orbital.

- For $m=\pm1$ the result has no s part, so its full norm $\langle\cos^2\theta\rangle=1/5$ goes to d.
- For $m=0$ the norm is $3/5$, of which the s part takes $1/3$, leaving $4/15$ for d.

With a factor 2 for spin,

$$\langle v^1_0|v^1_0\rangle=2\left(\tfrac4{15}+\tfrac15+\tfrac15\right)=\tfrac43 .$$

The distances of the triplets below the singlet are then

$$a=E({}^1P)-E({}^3P)=\tfrac43G^1,\qquad b=E({}^1P)-E({}^3D)=\tfrac43G^1-\tfrac25F^2 .\tag{2}$$

Since $F^2>0$, $a>b$. The singlet is the highest of the three if $b>0$, that is if $G^1>\tfrac{3}{10}F^2$. This is assumed until the opposite case is taken up.

### The spin-orbit operator

A $p_{3/2}$ hole can couple to $J=1$ with $d_{3/2}$ and with $d_{5/2}$. A $p_{1/2}$ hole can do so with $d_{3/2}$, but not with $d_{5/2}$. Among the three states with $J=1$ there is thus a single one, $|u\rangle$, with a $p_{1/2}$ hole. With the energies $-\zeta/2$ and $+\zeta$ found above,

$$H_{\rm so}=-\tfrac12\zeta+\tfrac32\zeta\,|u\rangle\langle u| .\tag{3}$$

The weights $w_\gamma=|\langle\gamma|u\rangle|^2$ on the LS states $\gamma$ follow from diagonal elements. In terms of the angular momenta of the hole, $H_{\rm so}=-\zeta\,\mathbf l_h\cdot\mathbf s_h$, because $\mathbf l\cdot\mathbf s$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. Equating the diagonal elements of both forms gives

$$-\langle\mathbf l_h\cdot\mathbf s_h\rangle_\gamma=-\tfrac12+\tfrac32w_\gamma\quad\Rightarrow\quad w_\gamma=\tfrac13\left(1-2\langle\mathbf l_h\cdot\mathbf s_h\rangle_\gamma\right).$$

For ${}^1P_1$ the mean value is zero, so $w=1/3$. For the triplets the projection theorem replaces $\mathbf s_h$ by $\mathbf S/2$ and $\mathbf l_h$ by $\alpha\mathbf L$, where

$$\alpha=\frac{L(L+1)+1\cdot2-2\cdot3}{2L(L+1)},\qquad \mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right].$$

- ${}^3P_1$: $\alpha=-\tfrac12$ and $\mathbf L\cdot\mathbf S=-1$, so the mean value is $(-\tfrac12)(\tfrac12)(-1)=\tfrac14$ and $w=\tfrac16$.
- ${}^3D_1$: $\alpha=\tfrac16$ and $\mathbf L\cdot\mathbf S=-3$, so the mean value is $(\tfrac16)(\tfrac12)(-3)=-\tfrac14$ and $w=\tfrac12$.

The weights add up to one. The phases of the LS states can be chosen so that all components $u_\gamma=\sqrt{w_\gamma}$ are positive. This alters neither the diagonal term energies nor the intensities.

### Levels and intensities

Measure energies from the ${}^1P$ term, so that the terms lie at $e_\gamma=0,-a,-b$. Write a level energy as $E=x-\zeta/2$, which removes the constant in (3). An eigenvector with components $c_\gamma$ obeys

$$(x-e_\gamma)\,c_\gamma=\tfrac32\zeta\,u_\gamma\,s,\qquad s=\sum_\gamma u_\gamma c_\gamma .$$

Here $s\neq0$. If $s$ were zero, $c$ would be a single LS state, since the $e_\gamma$ are distinct, and then $s=\pm u_\gamma\neq0$, a contradiction. So $c_\gamma$ is proportional to $u_\gamma/(x-e_\gamma)$. Solving for $c_\gamma$, multiplying by $u_\gamma$, summing and dividing by $\tfrac32\zeta s$ gives

$$\frac{2}{3\zeta}=\frac{1}{3x}+\frac{1}{6(x+a)}+\frac{1}{2(x+b)} .\tag{4}$$

The share of the intensity in the level is the normalized weight of ${}^1P_1$:

$$\frac{\dfrac{1}{3x^2}}{\dfrac{1}{3x^2}+\dfrac{1}{6(x+a)^2}+\dfrac{1}{2(x+b)^2}}=\frac1{1+r},$$

$$r(x)=\frac12\left(\frac{x}{x+a}\right)^2+\frac32\left(\frac{x}{x+b}\right)^2 .\tag{5}$$

The right side of (4) falls from $+\infty$ to $-\infty$ between neighbouring poles, and from $+\infty$ to zero beyond the last. There is one root in each of $(-a,-b)$, $(-b,0)$ and $(0,\infty)$. The upper edge is the root $x>0$, and the lower edge has the rest of the intensity:

$$f=1-\frac1{1+r}=\frac{r(x)}{1+r(x)},\qquad x>0 .\tag{6}$$

Equations (4) and (6) answer the first question, with $x$ as a parameter along the curve.

### Direction and limits

When $\zeta$ grows, the left side of (4) falls, so the positive root $x$ grows. Both $x/(x+a)$ and $x/(x+b)$ grow with $x$ for positive $a$ and $b$. Hence $r$ and $f$ rise strictly with $\zeta$.

For small $\zeta$ the first term on the right of (4) dominates, so $x\approx\zeta/2$. Then $r$ is small and

$$f\approx r\approx\frac{x^2}{2a^2}+\frac{3x^2}{2b^2}\approx\frac{\zeta^2}{8}\left(\frac1{a^2}+\frac3{b^2}\right)\to0 .\tag{7}$$

This is the LS limit. The lower edge borrows intensity through the singlet mixed into the triplets, and the admixed weight is of second order in $\zeta$.

For large $\zeta$ the weights in (4) combine to $1/x$, so $x\approx3\zeta/2$. With $(1+a/x)^{-2}\approx1-2a/x$, and likewise for $b$,

$$r\approx2-\frac{a+3b}{x}.$$

Since $df/dr=1/(1+r)^2=1/9$ at $r=2$,

$$f\approx\frac23-\frac{a+3b}{9x}\approx\frac23-\frac{2(a+3b)}{27\,\zeta}\to\frac23 .\tag{8}$$

This is the jj limit, where the upper edge becomes the $p_{1/2}$-hole state and the tempting identification becomes correct. It is also correct if $F^2=G^1=0$: then $a=b=0$, $r=2$ and $f=2/3$ at every $\zeta>0$.

### When the singlet is not the highest term

If $G^1<\tfrac3{10}F^2$, then $b<0$ and ${}^3D$ lies above ${}^1P$. The highest root of (4) now lies above the pole at $x=-b=|b|$ and approaches it as $\zeta\to0$. In (5) the denominator $x+b$ goes to zero, so $r\to\infty$ and $f\to1$: the bright singlet has become part of the lower edge. The large-$\zeta$ limit is still $2/3$, since its derivation did not use the sign of $b$.

On the border itself, $b=0$, the terms ${}^1P$ and ${}^3D$ are degenerate and estimate (7) does not apply. Equations (4)–(6) still hold for the positive root, where the second term of $r$ is exactly $3/2$ and the first vanishes as $\zeta\to0$, so $f\to3/5$. For $F^2=5$ eV the border is at $G^1=1.5$ eV. At $\zeta=0.001$ eV the determinant calculation gives $f=0.99998$ for $G^1=1.4$ eV and $f=0.00002$ for $G^1=1.6$ eV.

## Numbers

For $F^2=5$ eV and $G^1=4$ eV, equation (2) gives

$$a=\tfrac43\cdot4=5.333\ \text{eV},\qquad b=5.333-\tfrac25\cdot5=3.333\ \text{eV}.$$

Both are positive, so $f$ starts from zero. At $\zeta=4$ eV the left side of (4) is $2/12=0.1667$ eV$^{-1}$. The positive root is $x=4.086$ eV, as substitution confirms:

$$\frac1{12.258}+\frac1{6\cdot9.419}+\frac1{2\cdot7.419}=0.0816+0.0177+0.0674=0.1667 .$$

Equations (5) and (6) then give

$$r=\tfrac12\left(\frac{4.086}{9.419}\right)^2+\tfrac32\left(\frac{4.086}{7.419}\right)^2=0.094+0.455=0.549,\qquad f=\frac{0.549}{1.549}=0.354 .$$

The three lines, with energies $x-\zeta/2$ from the ${}^1P$ term, are:

| $x$ (eV) | Energy (eV) | Share |
|---:|---:|---:|
| −5.019 | −7.019 | 0.007 |
| −1.734 | −3.734 | 0.347 |
| 4.086 | 2.086 | 0.646 |

Nearly all of the lower-edge intensity is in the middle line. As $\zeta\to0$ the root in $(-b,0)$ goes to $-b$, so this line grows out of ${}^3D_1$, and the weakest one grows out of ${}^3P_1$.

Scaling $\zeta$ gives:

| $\zeta$ (eV) | Top root $x$ (eV) | $f$ |
|---:|---:|---:|
| 0.4 | 0.223 | 0.007 |
| 1 | 0.649 | 0.044 |
| 2 | 1.603 | 0.156 |
| 4 | 4.086 | 0.354 |
| 8 | 9.767 | 0.511 |
| 16 | 21.604 | 0.591 |
| 40 | 57.508 | 0.638 |
| 400 | 597.451 | 0.664 |

At $\zeta=0.4$ eV the estimate (7) gives $0.00610$ against the full $0.00665$, about 8 percent too low relative to the full value. At $\zeta=400$ eV the estimate (8) gives $0.6638$, equal to the full value to four digits.

Half the jj value is $f=1/3$, which means $r=1/2$. Equation (5) then gives $x=3.7075$ eV, and (4) gives $\zeta$ directly:

$$\zeta=\frac{2/3}{\dfrac1{3x}+\dfrac1{6(x+a)}+\dfrac1{2(x+b)}}=\frac{0.6667}{0.0899+0.0184+0.0710}=3.72\ \text{eV}=0.137\ \text{hartree}.$$

The second half of the rise is much slower. Ninety percent of the jj value, $f=0.6$, needs $r=1.5$, hence $x=24.53$ eV and $\zeta=17.97$ eV. By (8) the approach to the limit goes as $1/\zeta$.

The neglected 3d spin-orbit coupling also mixes singlet and triplets, so with it $f$ does not vanish when the core constant does. For a 3d constant of 0.05 eV the determinant calculation leaves $f=1.8\times10^{-4}$ at zero core constant, and changes $f$ at $\zeta=4$ eV from 0.354 to 0.349. The jj limit stays at $2/3$, because for large enough $\zeta$ the single $p_{1/2}$-hole state is the highest level whatever the fixed interactions are.

The numerical check checks these results with all 60 determinants of $2p^5\,3d^1$, without using the term energies or weights derived here.

## Values computed for the example and the checks

```
F2 = 5.00 eV, G1 = 4.00 eV, reference zeta = 4.00 eV
a = E(1P)-E(3P) from determinants = 5.3333 eV
b = E(1P)-E(3D) from determinants = 3.3333 eV
p1/2-hole weight of bright state = 0.333333
p3/2-hole weight of bright state = 0.666667
LS weights of p1/2-hole state (1P1, 3P1, 3D1) = 0.333333, 0.166667, 0.500000
Lines at reference zeta, energy from the 1P term:
  line 1: x = -5.0187 eV, energy = -7.0187 eV, share = 0.0071
  line 2: x = -1.7339 eV, energy = -3.7339 eV, share = 0.3474
  line 3: x = 4.0859 eV, energy = 2.0859 eV, share = 0.6456
Lower-edge fraction at reference zeta = 0.3544
Scaling (scale, zeta in eV, top x in eV, f determinants, f formula):
    0.00     0.00     0.0000 0.00000 0.00000
    0.10     0.40     0.2228 0.00665 0.00665
    0.25     1.00     0.6494 0.04377 0.04377
    0.50     2.00     1.6025 0.15598 0.15598
    1.00     4.00     4.0859 0.35443 0.35443
    2.00     8.00     9.7669 0.51051 0.51051
    4.00    16.00    21.6040 0.59140 0.59140
   10.00    40.00    57.5077 0.63753 0.63753
  100.00   400.00   597.4507 0.66382 0.66382
Small-zeta coefficient of zeta^2 = 0.03814 eV^-2
Small-zeta estimate at scale 0.1 = 0.00610
Large-zeta coefficient of 1/zeta = 1.1358 eV
Large-zeta estimate at scale 100 = 0.66383
f = 1/3 at x = 3.7075 eV, zeta = 3.7170 eV = 0.13660 hartree
f = 0.6 at x = 24.5344 eV, zeta = 17.9654 eV
f at zeta = 1 eV with F2 = G1 = 0: 0.666667
Threshold G1 = 3 F2/10 = 1.50 eV
f at zeta = 0.001 eV, G1 = 1.40 eV: 0.99998
f at zeta = 0.001 eV, G1 = 1.60 eV: 0.00002
3d spin-orbit constant = 0.05 eV
  f at zero core constant = 1.81e-04
  f at reference zeta = 0.3488
```
